# Why phonon dispersions show Kohn anomalies at twice the Fermi wavevector: test program

```python
"""Kohn anomaly of a phonon coupled to free electrons in d = 1, 2, 3.
Result under test: omega^2 = Omega^2 [1 - lam F_d(x)], x = q/(2 kF), where
F_d is the static polarization Pi_d over the Fermi-level density of states N_d.
At x = 1, F_3 has a logarithmically infinite slope, F_2 a one-sided square
root, and F_1 a logarithmic divergence (a lattice instability).
Hartree atomic units, kF = 1, Fermi energy EF = 1/2, two spins.
lam: dimensionless coupling; U: amplitude of the potential U cos(q x);
v: direct electron-electron interaction at wavevector q; T: temperature."""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
from scipy.constants import physical_constants

pi = np.pi
EF = 0.5
DOS = {1: 2 / pi, 2: 1 / pi, 3: 1 / pi**2}
lam = 0.2


def close(a, b, rel):
    assert abs(a - b) <= rel * abs(b), (a, b, rel)


def F(d, x):
    """Closed form of the normalized static polarization at T = 0."""
    if d == 2:
        return 1.0 if x <= 1 else 1 - np.sqrt(1 - 1 / x**2)
    if d == 3 and x == 1:
        return 0.5
    L = np.log(abs((1 + x) / (1 - x)))
    return L / (2 * x) if d == 1 else 0.5 + (1 - x * x) / (4 * x) * L


def F_slices(d, x):
    """Principal-value integral over slices of the Fermi sea."""
    ball = {1: 1.0, 2: 2.0, 3: pi}[d]

    def area(u):
        return max(1 - u * u, 0.0) ** ((d - 1) / 2)
    if x < 1:
        integral = -quad(area, -1, 1, weight='cauchy', wvar=x, limit=300)[0]
    else:
        integral = quad(lambda u: area(u) / (x - u), -1, 1, limit=300)[0]
    return 2 * ball / (2 * pi)**d * integral / x / DOS[d]


def grand_potential(d, U, q, nk=8000):
    """Grand potential per volume in U cos(q x), by diagonalization along x;
    the free transverse motion is filled up to the chemical potential EF."""
    k = ((np.arange(nk) + 0.5) / nk - 0.5) * q
    H = np.zeros((nk, 5, 5))
    for i in range(5):
        H[:, i, i] = (k + (i - 2) * q)**2 / 2
        if i < 4:
            H[:, i, i + 1] = H[:, i + 1, i] = U / 2
    e = np.clip(EF - np.linalg.eigvalsh(H), 0, None)
    if d == 1:
        w = e
    elif d == 2:
        w = 4 / 3 * np.sqrt(2) * e**1.5 / (2 * pi)
    else:
        w = e**2 / (4 * pi)
    return -2 * w.sum() * (q / nk) / (2 * pi)


# Closed forms against slices, and against the energy of a frozen phonon
print("kF = 1 bohr^-1, EF =", EF, "Ha, lam =", lam)
U = 0.01
for d in (1, 2, 3):
    for x in (0.8, 1.3):
        close(F_slices(d, x), F(d, x), 1e-5)
        q = 2 * x
        dE = grand_potential(d, U, q) - grand_potential(d, 0.0, q)
        frozen = -4 * dE / U**2 / DOS[d]
        close(frozen, F(d, x), 3e-3)
        print(f"{d}D x={x}: F formula {F(d, x):.4f}, "
              f"frozen phonon {frozen:.4f}")

# Leading singular forms on both sides of 2 kF
for s in (-1e-4, 1e-4):
    log = np.log(2 / abs(s))
    assert abs(F(3, 1 + s) - (0.5 - s / 2 * log)) < 1e-6
    assert abs(F(2, 1 + s) - (1 - np.sqrt(2 * max(s, 0)))) < 1e-5
    assert abs(F(1, 1 + s) - log / 2) < 1e-3


def omega(d, x):
    return np.sqrt(1 - lam * F(d, x))


print("omega/Omega at x = 0.99, 0.999, 1.001, 1.01:")
for d in (3, 2, 1):
    vals = [omega(d, x) for x in (0.99, 0.999, 1.001, 1.01)]
    print(f"  {d}D: " + "  ".join(f"{w:.5f}" for w in vals))
print(f"omega/Omega at x = 1: 3D {omega(3, 1.0):.5f}, "
      f"2D {omega(2, 1.0):.5f}")


def slope(f, x, h):
    return (f(x + h) - f(x - h)) / (2 * h)


print("Slope d(omega/Omega)/dx at x = 1 + delta:")
for s in (1e-2, 1e-4, 1e-6):
    s3 = slope(lambda x: omega(3, x), 1 + s, s / 100)
    s2 = slope(lambda x: omega(2, x), 1 + s, s / 100)
    if s < 1e-3:
        close(s3, lam * (np.log(2 / s) - 1) / (4 * omega(3, 1 + s)), 5e-3)
        close(s2, lam / (2 * omega(2, 1 + s) * np.sqrt(2 * s)), 5e-3)
    print(f"  delta={s:.0e}: 3D {s3:.4f}, 2D {s2:.4f}")

# Self-consistent screening, solved by iteration with diagonalized densities
for d, v in ((3, 4 * pi / 1.6**2), (1, 0.5 / DOS[1])):
    q, U_ext, step = 1.6, 0.01, 1e-3
    U_tot = U_ext
    for _ in range(12):
        up = grand_potential(d, U_tot + step, q, 4000)
        down = grand_potential(d, U_tot - step, q, 4000)
        density = (up - down) / step
        U_tot = 0.5 * (U_tot + U_ext + v * density)
    Pi = DOS[d] * F(d, q / 2)
    close(-density / U_ext, Pi / (1 + v * Pi), 5e-3)
    print(f"{d}D x=0.8 screened response: iterated "
          f"{-density / U_ext:.5f}, formula {Pi / (1 + v * Pi):.5f} a.u.")


def screened(d, x):
    v = 4 * pi / (2 * x)**2 if d == 3 else 2 * pi / (2 * x)
    Pi = DOS[d] * F(d, x)
    return Pi / (1 + v * Pi) / DOS[d]


# Strength of the singular part with and without Coulomb screening
eps3 = 1 + pi * DOS[3] * F(3, 1.0)
eps2 = 1 + pi * DOS[2] * F(2, 1.0)
near, far = 1e-6, 1e-4
growth = [slope(f, 1 + near, near / 100) - slope(f, 1 + far, far / 100)
          for f in (lambda x: screened(3, x), lambda x: F(3, x))]
close(growth[0] / growth[1], 1 / eps3**2, 1e-2)
drop = (screened(2, 1.0) - screened(2, 1 + near)) / (1 - F(2, 1 + near))
close(drop, 1 / eps2**2, 1e-2)
print(f"1+v*Pi at 2kF: 3D {eps3:.4f}, 2D {eps2:.4f}")
print(f"Singular part times: 3D {1 / eps3**2:.4f}, 2D {1 / eps2**2:.4f}")
vN = 0.5
print(f"1D with v*N1 = {vN}: omega^2/Omega^2 near 2kF:")
for s in (1e-3, 1e-6, 1e-12):
    f1 = F(1, 1 + s)
    print(f"  delta={s:.0e}: {1 - lam * f1 / (1 + vN * f1):.4f}")
print(f"  limit delta -> 0: {1 - lam / vN:.4f}")


def F_thermal(d, q, T):
    """Normalized polarization summed directly from Fermi functions."""
    h = T / 2
    p = (np.arange(int(3 / h)) + 0.5) * h

    def occupied(k):
        a = (EF - k**2 / 2) / T
        if d == 1:
            return expit(a)
        if d == 3:
            return T * np.logaddexp(0, a) / (2 * pi)
        t = (np.arange(int(2.5 / h)) + 0.5) * h
        return expit(a[:, None] - t**2 / (2 * T)).sum(axis=1) * h / pi
    terms = (occupied(p - q / 2) - occupied(p + q / 2)) / (p * q)
    return 2 * h / pi * terms.sum() / DOS[d]


# Thermal rounding at q = 2 kF
T = 0.01 * EF
gamma = np.euler_gamma
Lam = np.log(8 * np.exp(gamma) * EF / (pi * T))
c2 = float(mp.sqrt(mp.pi) / 2 * (1 - mp.sqrt(2)) * mp.zeta(0.5))
F1T = F_thermal(1, 2.0, T)
F2T = F_thermal(2, 2.0, T)
dF3T = slope(lambda x: F_thermal(3, 2 * x, T), 1.0, 1e-4)
close(F1T, Lam / 2, 1e-3)
close(F2T, 1 - c2 * np.sqrt(T / EF), 1e-4)
close(dF3T, 0.5 - Lam / 2, 2e-3)
print(f"T = 0.01 EF: Lambda = {Lam:.4f}, c = {c2:.4f}")
print(f"  at 2kF: F1 = {F1T:.4f}, F2 = {F2T:.4f}, dF3/dx = {dF3T:.4f}")
print(f"  3D slope of omega/Omega: {-lam * dF3T / (2 * omega(3, 1.0)):.4f}")

# One dimension: unstable window, softening temperature, distortion energy
window = brentq(lambda s: 1 - lam * F(1, 1 + s), 1e-7, 1e-2, xtol=1e-13)
close(window, 2 * np.exp(-2 / lam), 5e-3)
TP_formula = 8 * np.exp(gamma) / pi * EF * np.exp(-2 / lam)
TP = brentq(lambda t: 1 - lam * F_thermal(1, 2.0, t),
            0.5 * TP_formula, 2 * TP_formula, xtol=1e-10)
close(TP, TP_formula, 2e-3)
kelvin = physical_constants['hartree-kelvin relationship'][0]
print(f"1D, T=0: omega^2 < 0 for 0 < delta < {window:.3e}")
print(f"1D softening temperature: summed {TP:.4e} Ha, "
      f"formula {TP_formula:.4e} Ha")
print(f"  = {TP * kelvin:.1f} K")
for U in (0.02, 0.005):
    dE = grand_potential(1, U, 2.0) - grand_potential(1, 0.0, 2.0)
    law = -U**2 / 4 * DOS[1] / 2 * (np.log(16 * EF / U) + 0.5)
    close(dE, law, 2e-3)
    print(f"1D energy at 2kF, U={U} Ha: diagonalized {dE:.4e}, "
          f"law {law:.4e} Ha/bohr")

print("all good")
```

Printed output:

```
kF = 1 bohr^-1, EF = 0.5 Ha, lam = 0.2
1D x=0.8: F formula 1.3733, frozen phonon 1.3732
1D x=1.3: F formula 0.7834, frozen phonon 0.7834
2D x=0.8: F formula 1.0000, frozen phonon 1.0000
2D x=1.3: F formula 0.3610, frozen phonon 0.3610
3D x=0.8: F formula 0.7472, frozen phonon 0.7472
3D x=1.3: F formula 0.2297, frozen phonon 0.2297
omega/Omega at x = 0.99, 0.999, 1.001, 1.01:
  3D: 0.94588  0.94828  0.94908  0.95146
  2D: 0.89443  0.89443  0.89941  0.90999
  1D: 0.68215  0.48908  0.49053  0.68914
omega/Omega at x = 1: 3D 0.94868, 2D 0.89443
Slope d(omega/Omega)/dx at x = 1 + delta:
  delta=1e-02: 3D 0.2239, 2D 0.7599
  delta=1e-04: 3D 0.4692, 2D 7.8901
  delta=1e-06: 3D 0.7120, 2D 79.0438
3D x=0.8 screened response: iterated 0.05519, formula 0.05519 a.u.
1D x=0.8 screened response: iterated 0.51832, formula 0.51834 a.u.
1+v*Pi at 2kF: 3D 1.1592, 2D 2.0000
Singular part times: 3D 0.7442, 2D 0.2500
1D with v*N1 = 0.5: omega^2/Omega^2 near 2kF:
  delta=1e-03: 0.7380
  delta=1e-06: 0.6864
  delta=1e-12: 0.6495
  limit delta -> 0: 0.6000
T = 0.01 EF: Lambda = 6.1171, c = 0.5361
  at 2kF: F1 = 3.0585, F2 = 0.9464, dF3/dx = -2.5586
  3D slope of omega/Omega: 0.2697
1D, T=0: omega^2 < 0 for 0 < delta < 9.072e-05
1D softening temperature: summed 1.0295e-04 Ha, formula 1.0295e-04 Ha
  = 32.5 K
1D energy at 2kF, U=0.02 Ha: diagonalized -2.0662e-04, law -2.0663e-04 Ha/bohr
1D energy at 2kF, U=0.005 Ha: diagonalized -1.5671e-05, law -1.5672e-05 Ha/bohr
all good
```
